# Coupled Plasmon-LO Phonon Modes in a Doped Polar Crystal: a program that tests the result

```python
"""
Coupled plasmon-LO phonon modes of a doped polar crystal at q -> 0.

Result under test: the zeros of
  eps(w) = eps_inf + (eps_s - eps_inf) wT^2/(wT^2 - w^2) - n e^2/(eps_vac m w^2)
are
  w(+,-)^2 = { wL^2 + wp^2 +- sqrt[(wL^2 + wp^2)^2 - 4 wp^2 wT^2] } / 2,
and the lower one, L-, tends to wT from below at high carrier density n.

wT, wL : transverse and longitudinal optic frequencies without carriers
wp     : plasma frequency screened by eps_inf, wp^2 = n e^2/(eps_vac eps_inf m)
eps_s  : static dielectric constant of the lattice without carriers
m      : carrier mass;  gap2 = wL^2 - wT^2
All frequencies are held as energies hbar*w in meV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

W_T = 30.0
EPS_INF = 9.0
EPS_S = 16.0
MASS_RATIO = 0.1
GAMMA = 10.0
MASS = MASS_RATIO * const.m_e
HBAR_MEV = const.hbar / const.e * 1e3


def bare_plasma_sq(n_cm3):
    """Unscreened (hbar*w)^2 = hbar^2 n e^2/(eps_vac m), in meV^2."""
    return HBAR_MEV**2 * n_cm3 * 1e6 * const.e**2 / (const.epsilon_0 * MASS)


def dielectric(w, n_cm3, gamma=0.0):
    lattice = EPS_INF + (EPS_S - EPS_INF) * W_T**2 / (W_T**2 - w**2)
    if n_cm3 == 0:
        return lattice
    return lattice - bare_plasma_sq(n_cm3) / (w**2 + 1j * gamma * w
                                              if gamma else w**2)


def find_zero(n_cm3, low, high):
    return brentq(lambda w: dielectric(w, n_cm3), low, high,
                  xtol=1e-13, rtol=1e-14, maxiter=1000)


def searched_modes(n_cm3):
    """Both zeros of the dielectric function, on either side of its pole."""
    top = 10 * (W_T + np.sqrt(bare_plasma_sq(n_cm3)))
    lower = find_zero(n_cm3, 1e-6, W_T * (1 - 1e-6))
    upper = find_zero(n_cm3, W_T * (1 + 1e-6), top)
    return lower, upper


# Longitudinal frequency without carriers: search against closed formula
W_L = W_T * np.sqrt(EPS_S / EPS_INF)
assert abs(find_zero(0, W_T * (1 + 1e-6), 10 * W_T) - W_L) < 1e-9
gap2 = W_L**2 - W_T**2


def formula_modes(n_cm3):
    wp2 = bare_plasma_sq(n_cm3) / EPS_INF
    total = W_L**2 + wp2
    upper2 = (total + np.sqrt(total**2 - 4 * wp2 * W_T**2)) / 2
    lower2 = wp2 * W_T**2 / upper2  # product of roots avoids cancellation
    return np.sqrt(lower2), np.sqrt(upper2)


def field(ion, carrier, n_cm3):
    """Macroscopic field from D = 0, in units that absorb eps_vac."""
    ion_coupling = W_T * np.sqrt(EPS_S - EPS_INF)
    carrier_coupling = -np.sqrt(bare_plasma_sq(n_cm3))
    return -(ion_coupling * ion + carrier_coupling * carrier) / EPS_INF


def accelerations(ion, carrier, n_cm3):
    """Newton's equations for mass-weighted ionic and carrier coordinates."""
    e_field = field(ion, carrier, n_cm3)
    return np.array([-W_T**2 * ion
                     + W_T * np.sqrt(EPS_S - EPS_INF) * e_field,
                     -np.sqrt(bare_plasma_sq(n_cm3)) * e_field])


densities = [1e16, 1e17, 1e18, 1e19, 1e20, 1e21]
table = []
for n in densities:
    lower, upper = searched_modes(n)
    wp2 = bare_plasma_sq(n) / EPS_INF
    assert np.allclose((lower, upper), formula_modes(n), rtol=1e-9, atol=0)

    # Equations of motion: force matrix from unit displacements
    force = -np.column_stack([accelerations(1.0, 0.0, n),
                              accelerations(0.0, 1.0, n)])
    off_diagonal = np.sqrt(wp2 * gap2)
    assert np.allclose(np.diag(force), [W_L**2, wp2], rtol=1e-11)
    assert np.allclose([abs(force[0, 1]), abs(force[1, 0])],
                       off_diagonal, rtol=1e-11)
    assert abs(force[0, 1] - force[1, 0]) < 1e-10 * off_diagonal
    squares, vectors = np.linalg.eigh(force)
    assert np.allclose(np.sqrt(squares), (lower, upper), rtol=1e-8, atol=0)

    # Ionic weight and field of L-, from its eigenvector
    ion, carrier = vectors[:, 0]
    weight = ion**2
    relative_field = field(ion, carrier, n) / field(ion, 0.0, n)
    assert abs(weight - (wp2 - lower**2) / (upper**2 - lower**2)) < 1e-8
    assert abs(relative_field - lower**2 / (lower**2 - wp2)) < 1e-6

    # Ordering of the modes and the rigorous bound on the approach to wT
    assert lower < min(W_T, np.sqrt(wp2))
    assert upper > max(W_L, np.sqrt(wp2))
    if wp2 > W_T**2:
        assert 0 < W_T**2 - lower**2 < W_T**2 * gap2 / (wp2 - W_T**2)
    table.append((n, np.sqrt(wp2), lower, upper, weight, relative_field))

assert all(a[2] < b[2] for a, b in zip(table, table[1:]))
assert table[-1][4] > 0.999 and abs(table[-1][5]) < 1e-3

# High density: leading law, whose relative error must fall like 1/n
law_errors = []
for n in (1e20, 1e21):
    wp2 = bare_plasma_sq(n) / EPS_INF
    shift = W_T**2 - searched_modes(n)[0]**2
    law_errors.append(shift * wp2 / (W_T**2 * gap2) - 1)
assert abs(law_errors[1]) < 1e-3
assert 9 < law_errors[0] / law_errors[1] < 11
wp2_top = bare_plasma_sq(1e21) / EPS_INF
assert abs((searched_modes(1e21)[1]**2 - wp2_top) / gap2 - 1) < 2e-3

# Low density: plasmon screened by the full static constant
low_plasmon = np.sqrt(bare_plasma_sq(1e14) / EPS_S)
assert abs(searched_modes(1e14)[0] / low_plasmon - 1) < 1e-3

# Density at which L- reaches 99 percent of wT
target2 = (0.99 * W_T)**2
wp2_needed = target2 * (W_L**2 - target2) / (W_T**2 - target2)
n_99 = 1e18 * wp2_needed * EPS_INF / bare_plasma_sq(1e18)
assert abs(searched_modes(n_99)[0] / W_T - 0.99) < 1e-9


def damped_lower(n_cm3):
    """Root near wT of the numerator of the damped dielectric function."""
    wp2 = bare_plasma_sq(n_cm3) / EPS_INF
    roots = np.roots([-1, -1j * GAMMA, W_L**2 + wp2,
                      1j * GAMMA * W_L**2, -wp2 * W_T**2])
    root = roots[np.argmin(abs(roots - W_T))]
    scale = bare_plasma_sq(n_cm3) / W_T**2
    assert abs(dielectric(root, n_cm3, GAMMA)) < 1e-6 * scale
    return root


damped_shift = W_T - damped_lower(1e21)
predicted_shift = gap2 * (W_T + 1j * GAMMA) / (2 * wp2_top)
assert abs(damped_shift / predicted_shift - 1) < 0.01
damped_20 = damped_lower(1e20)
assert damped_20.imag < 0

# Fermi wavevector: count states in a periodic box of unit side
radius = 20
axis = np.arange(-radius, radius + 1)
gx, gy, gz = np.meshgrid(axis, axis, axis)
electrons = 2 * np.count_nonzero(gx**2 + gy**2 + gz**2 <= radius**2)
k_counted = (3 * np.pi**2 * electrons)**(1 / 3)
assert abs(k_counted / (2 * np.pi * radius) - 1) < 0.01
k_fermi = (3 * np.pi**2 * 1e26)**(1 / 3)
v_fermi = const.hbar * k_fermi / MASS
q_scale = W_T / HBAR_MEV / v_fermi


def doppler_factor(kappa):
    """Fermi-sphere mean of w^2/(w - q.v)^2, with kappa = q v_F/w."""
    return quad(lambda u: 0.75 * (1 - u**2) / (1 - kappa * u)**2, -1, 1,
                epsabs=1e-13, epsrel=1e-13)[0]


factor = doppler_factor(0.1)
assert abs((factor - 1) / (0.6 * 0.1**2) - 1) < 0.02

print(f"Transverse optic energy hbar*wT = {W_T:.1f} meV")
print(f"eps_inf = {EPS_INF:.1f}, eps_s = {EPS_S:.1f} (dimensionless)")
print(f"Carrier mass = {MASS_RATIO:.2f} electron masses")
print(f"Longitudinal optic energy hbar*wL = {W_L:.3f} meV")
print(f"gap2 = wL^2 - wT^2 = {gap2:.2f} meV^2")
print("Table: n (cm^-3); hbar*wp, L-, L+ (meV);")
print("       ionic weight of L-; field of L- / carrier-free LO field")
for n, wp, lower, upper, weight, relative_field in table:
    print(f"{n:.0e} {wp:10.3f} {lower:9.4f} {upper:10.3f}"
          f" {weight:9.5f} {relative_field:11.6f}")
wp2_20 = bare_plasma_sq(1e20) / EPS_INF
lower_20 = searched_modes(1e20)[0]
print("At n = 1e20 cm^-3:")
print(f"  wp^2 = {wp2_20:.1f} meV^2")
print(f"  wT^2 - w-^2, from root search = {W_T**2 - lower_20**2:.4f} meV^2")
print(f"  leading estimate = {W_T**2 * gap2 / wp2_20:.4f} meV^2")
print(f"  upper bound = {W_T**2 * gap2 / (wp2_20 - W_T**2):.4f} meV^2")
print(f"  wT - w- = {W_T - lower_20:.4f} meV")
print(f"  L- frequency = {lower_20 / HBAR_MEV / (2e12 * np.pi):.4f} THz")
print(f"TO frequency = {W_T / HBAR_MEV / (2e12 * np.pi):.4f} THz")
print(f"L- at 99% of wT: energy = {0.99 * W_T:.2f} meV")
print(f"  needed wp = {np.sqrt(wp2_needed):.2f} meV")
print(f"  needed density = {n_99:.3e} cm^-3")
print(f"Low density 1e14 cm^-3: L- = {searched_modes(1e14)[0]:.5f} meV")
print(f"  plasmon screened by eps_s = {low_plasmon:.5f} meV")
print(f"Damping hbar*gamma = {GAMMA:.1f} meV, n = 1e20 cm^-3:")
print(f"  real part of L- = {damped_20.real:.4f} meV")
print(f"  imaginary part of L- = {damped_20.imag:.4f} meV")
print(f"Fermi velocity at 1e20 cm^-3 = {v_fermi:.3e} m/s")
print(f"Wavevector scale wT/v_F = {q_scale:.3e} m^-1")
print(f"Drude-term factor at q v_F/w = 0.1: {factor:.5f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Transverse optic energy hbar*wT = 30.0 meV
eps_inf = 9.0, eps_s = 16.0 (dimensionless)
Carrier mass = 0.10 electron masses
Longitudinal optic energy hbar*wL = 40.000 meV
gap2 = wL^2 - wT^2 = 700.00 meV^2
Table: n (cm^-3); hbar*wp, L-, L+ (meV);
       ionic weight of L-; field of L- / carrier-free LO field
1e+16      3.914    2.9294     40.084   0.00422   -1.273455
1e+17     12.378    9.0847     40.874   0.04450   -1.167811
1e+18     39.141   23.0192     51.011   0.48360   -0.528739
1e+19    123.776   29.2993    126.736   0.95123   -0.059359
1e+20    391.414   29.9313    392.312   0.99540   -0.005882
1e+21   1237.759   29.9931   1238.042   0.99954   -0.000588
At n = 1e20 cm^-3:
  wp^2 = 153204.7 meV^2
  wT^2 - w-^2, from root search = 4.1174 meV^2
  leading estimate = 4.1121 meV^2
  upper bound = 4.1364 meV^2
  wT - w- = 0.0687 meV
  L- frequency = 7.2374 THz
TO frequency = 7.2540 THz
L- at 99% of wT: energy = 29.70 meV
  needed wp = 188.04 meV
  needed density = 2.308e+19 cm^-3
Low density 1e14 cm^-3: L- = 0.29355 meV
  plasmon screened by eps_s = 0.29356 meV
Damping hbar*gamma = 10.0 meV, n = 1e20 cm^-3:
  real part of L- = 29.9313 meV
  imaginary part of L- = -0.0230 meV
Fermi velocity at 1e20 cm^-3 = 1.662e+06 m/s
Wavevector scale wT/v_F = 2.742e+07 m^-1
Drude-term factor at q v_F/w = 0.1: 1.00604
ALL CHECKS PASSED
```
